# Edge roughness spectra from two scans without a fitted noise floor: a program that tests the result

```python
# Result under test: the averaged real cross-spectrum of two scans of one edge
# equals the finite-record edge spectrum, whatever the colour of the scan noise,
# if the noises of the two scans are independent of each other and of the edge.
# Spectra are two-sided in f = k/(2 pi), in nm^3; their f-integral is a variance.
# S: edge, J: slow beam jitter shared by the edges of an image, W: white noise,
# Q = J + W: noise of one scan, P = S + Q: spectrum of one scan.
import numpy as np
from scipy.signal import lfilter

rng = np.random.default_rng(7)
step, points = 2.0, 1024                 # nm, samples
length = step * points                   # nm
sigma, xi = 1.0, 20.0                    # edge rms and correlation length, nm
sigma_j, xi_j = 0.4, 30.0                # jitter rms and correlation length, nm
sigma_w = 0.8                            # white noise rms, nm
images, edges, example_images = 400, 10, 40
total, used = images * edges, example_images * edges
index = np.arange(points // 2 + 1)
k = 2 * np.pi * index / length
wavelength = np.full(index.size, np.inf)
wavelength[1:] = length / index[1:]
inner = slice(1, points // 2)


def path(shape, rms, corr):
    """Stationary real-space path with exponential autocovariance."""
    a = np.exp(-step / corr)
    g = rng.standard_normal(shape) * rms * np.sqrt(1 - a * a)
    g[..., 0] /= np.sqrt(1 - a * a)
    return lfilter([1.0], [1.0, -a], g, axis=-1)


def spectrum_amplitude(x):
    return np.sqrt(step / points) * np.fft.rfft(x, axis=-1)


def variance_from(s):
    """Sum over all nonzero positive and negative frequencies / length."""
    return (2 * s[..., 1:-1].sum(axis=-1) + s[..., -1]) / length


lags = np.arange(-(points - 1), points) * step
phase = np.exp(-1j * np.outer(k, lags))


def finite_record(cov):
    """Expected periodogram from an explicit sum over lags."""
    return step * (phase @ ((1 - np.abs(lags) / length) * cov(lags)))


def edge_cov(y):
    return sigma**2 * np.exp(-np.abs(y) / xi)


S = finite_record(edge_cov).real
J = finite_record(lambda y: sigma_j**2 * np.exp(-np.abs(y) / xi_j)).real
W = step * sigma_w**2
Q = J + W
P = S + Q
spread = P**2 + S**2 + (edges - 1) * J**2
var_expected = sigma**2 - S[0] / length

# Sampling and finite-length effects of the edge spectrum
continuum = 2 * sigma**2 * xi / (1 + (k * xi)**2)
sampled = (sigma**2 * step * np.sinh(step / xi)
           / (np.cosh(step / xi) - np.cos(k * step)))
aliases = np.zeros_like(k)
for n in range(-2000, 2001):
    aliases += 2 * sigma**2 * xi / (1 + ((k + 2 * np.pi * n / step) * xi)**2)
assert np.max(np.abs(aliases / sampled - 1)) < 1e-3
leak_formula = xi / length * ((k * xi)**2 - 1) / ((k * xi)**2 + 1)
low = k < 0.3
assert np.max(np.abs(S / sampled - 1 - leak_formula)[low]) < 1e-3
assert abs(variance_from(S) - var_expected) < 1e-9

# Simulated scans; two extra samples allow a displaced second scan
edge = path((images, edges, points + 2), sigma, xi)
jit1 = path((images, 1, points), sigma_j, xi_j)
jit2 = path((images, 1, points), sigma_j, xi_j)
white1 = sigma_w * rng.standard_normal((images, edges, points))
white2 = sigma_w * rng.standard_normal((images, edges, points))
scan1 = edge[..., :points] + jit1 + white1
scan2 = edge[..., :points] + jit2 + white2
X1, X2 = spectrum_amplitude(scan1), spectrum_amplitude(scan2)
C = X1 * X2.conj()

# The spectral sum is the real-space covariance of the scans
centred1 = scan1 - scan1.mean(axis=-1, keepdims=True)
centred2 = scan2 - scan2.mean(axis=-1, keepdims=True)
cov_real_space = (centred1 * centred2).mean(axis=-1)
assert np.allclose(variance_from(C.real), cov_real_space, atol=1e-10)

# Unbiased mean at every frequency, judged by the predicted standard error
mean_C = C.mean(axis=(0, 1))
z = ((mean_C.real - S) / np.sqrt(spread / (2 * total)))[inner]
assert abs(z.mean()) < 0.2 and abs((z**2).mean() - 1) < 0.25

# Variances for single edges and for image averages with shared jitter
band_all = slice(5, points // 2)
ratio_re = (C.real.var(axis=(0, 1)) / ((P**2 + S**2) / 2))[band_all].mean()
ratio_im = (C.imag.var(axis=(0, 1)) / ((P**2 - S**2) / 2))[band_all].mean()
assert abs(ratio_re - 1) < 0.03 and abs(ratio_im - 1) < 0.03
image_mean = C.real.mean(axis=1)
ratio_shared = (edges * image_mean.var(axis=0) / (spread / 2))[1:21].mean()
assert abs(ratio_shared - 1) < 0.07
cov_image = cov_real_space.mean(axis=1)
sd_formula = np.sqrt(variance_from(spread) / length / edges)
assert abs(cov_image.std() / sd_formula - 1) < 0.12

# Half-sum and half-difference of the scans
A2 = np.abs((X1 + X2) / 2)**2
D2 = np.abs((X1 - X2) / 2)**2
ratio_A = (A2.var(axis=(0, 1)) / (S + Q / 2)**2)[band_all].mean()
ratio_D = (D2.var(axis=(0, 1)) / (Q / 2)**2)[band_all].mean()
joint = ((A2 - A2.mean(axis=(0, 1))) * (D2 - D2.mean(axis=(0, 1))))
corr_AD = (joint.mean(axis=(0, 1)) / (A2.std(axis=(0, 1))
           * D2.std(axis=(0, 1))))[band_all].mean()
assert abs(ratio_A - 1) < 0.03 and abs(ratio_D - 1) < 0.03
assert abs(corr_AD) < 0.01
noise_var = variance_from(2 * D2.mean(axis=(0, 1)))
assert abs(noise_var - variance_from(Q)) < 0.01
del joint, A2

# Taking the modulus creates a floor even when there is no edge signal
pure = spectrum_amplitude(white1) * spectrum_amplitude(white2).conj()
groups = pure.reshape(total // used, used, index.size).mean(axis=1)
modulus_floor = W * np.sqrt(np.pi / (4 * used))
assert abs(np.abs(groups[:, inner]).mean() / modulus_floor - 1) < 0.04
del pure

# Conventional floor subtraction, with the floor read from the shortest waves
top = (wavelength > 4) & (wavelength < 5)
auto = (np.abs(X1)**2 + np.abs(X2)**2) / 2


def subtract_floor(s):
    return s - s[top].mean()


floor_all = variance_from(subtract_floor(auto.mean(axis=(0, 1))))
floor_expected = variance_from(subtract_floor(P))
jitter_kept = variance_from(J)
tail_removed = (S + J)[top].mean() * (points - 1) / length
assert abs(floor_all - floor_expected) < 0.012
assert abs(floor_all - var_expected - jitter_kept + tail_removed) < 0.012
se_all = np.sqrt(variance_from(spread) / length / total)
assert abs(cov_real_space.mean() - var_expected) < 4 * se_all
assert abs(floor_all - var_expected) > 8 * se_all

# Displaced second scan: cosine loss, and recovery of the displacement
shift = 2 * step
ref = 102
shifted = finite_record(lambda y: edge_cov(y - shift))
assert abs(shifted.real[ref] / S[ref] - np.cos(k[ref] * shift)) < 0.02
scan2_shifted = edge[:example_images, :, 2:] + (jit2 + white2)[:example_images]
C_shift = (X1[:example_images]
           * spectrum_amplitude(scan2_shifted).conj()).mean(axis=(0, 1))
use = (wavelength > 20) & (index > 0)
trial = np.arange(-20, 20.005, 0.01)
score = (np.exp(1j * np.outer(trial, k[use])) @ C_shift[use]).real
shift_found = trial[np.argmax(score)]
assert abs(shift_found - shift) < 0.15
C_aligned = C_shift * np.exp(1j * k * shift_found)

# Gaussian smoothing of the covariance: one scan (rms 1 nm) or both (rms 1 nm)
loss = {}
for name, total_var in (("one", 1.0), ("both", 2.0)):
    s = np.sqrt(total_var)
    u = np.linspace(-8 * s, 8 * s, 1601)
    weight = np.exp(-u**2 / (2 * total_var))
    weight /= weight.sum()
    blurred = finite_record(lambda y: edge_cov(y[:, None] - u) @ weight).real
    loss[name] = np.exp(-k[ref]**2 * total_var / 2)
    assert abs(blurred[ref] / continuum[ref] - loss[name]) < 0.015

# Noise that partly repeats in the second scan adds to the cross-covariance
rho = 0.5
change = rho * jit1 + (np.sqrt(1 - rho**2) - 1) * jit2
added = (centred1 * change).mean()
assert abs(added - rho * jitter_kept) < 0.008

# Common tilt: total displacement over the record
tilt, m_tilt = 0.5, 5
ramp_power = np.abs(spectrum_amplitude(tilt * np.arange(points) / points))**2
tilt_formula = length * tilt**2 / (2 * np.pi * m_tilt)**2
assert abs(ramp_power[m_tilt] / tilt_formula - 1) < 1e-3

# Worked example: the first 40 image pairs
cross = C[:example_images].mean(axis=(0, 1)).real
auto_ex = auto[:example_images].mean(axis=(0, 1))
floor_ex = subtract_floor(auto_ex)
var_cross = variance_from(cross)
se_var = np.sqrt(variance_from(spread) / length / used)
assert abs(var_cross - var_expected) < 4 * se_var
three = lambda v: 3 * np.sqrt(v)

print(f"Step {step:.1f} nm, record {length:.0f} nm, {points} points")
print(f"Edge rms {sigma:.2f} nm, correlation length {xi:.0f} nm")
print(f"White noise rms {sigma_w:.2f} nm per scan")
print(f"Jitter rms {sigma_j:.2f} nm, correlation length {xi_j:.0f} nm")
print(f"Example: {example_images} image pairs, {edges} edges each, M = {used}")
print(f"Test ensemble: {images} image pairs, {total} edges")
print("Band means in nm^3: true | cross +- std error | floor-subtracted")
for hi, lo in ((400, 100), (100, 40), (40, 15), (15, 8), (8, 4)):
    b = (wavelength <= hi) & (wavelength > lo)
    se = np.sqrt((spread[b] / (2 * used)).sum()) / b.sum()
    assert abs(cross[b].mean() - S[b].mean()) < 4 * se
    print(f" {hi}-{lo} nm: {S[b].mean():.3f} | {cross[b].mean():.3f} +- "
          f"{se:.3f} | {floor_ex[b].mean():.3f}")
print(f"3 sigma expected in this record: {three(var_expected):.3f} nm")
print(f"3 sigma cross-spectrum: {three(var_cross):.3f} nm")
print(f"  its standard error: {1.5 * se_var / np.sqrt(var_expected):.3f} nm")
print(f"3 sigma raw single scan: {three(variance_from(auto_ex)):.3f} nm")
print(f"3 sigma floor-subtracted: {three(variance_from(floor_ex)):.3f} nm")
print(f"Floor method, expected 3 sigma: {three(floor_expected):.3f} nm")
print(f"  jitter variance kept: {jitter_kept:.4f} nm^2")
print(f"  tail variance removed: {tail_removed:.4f} nm^2")
noise_ex = variance_from(2 * D2[:example_images].mean(axis=(0, 1)))
print(f"Noise rms from scan difference: {np.sqrt(noise_ex):.3f} nm")
print(f"  expected noise rms: {np.sqrt(variance_from(Q)):.3f} nm")
C_ex = C[:example_images].mean(axis=(0, 1))
print(f"4-5 nm band, true: {S[top].mean():.4f} nm^3")
print(f"  signed real part: {cross[top].mean():.4f} nm^3")
print(f"  modulus: {np.abs(C_ex[top]).mean():.4f} nm^3")
print(f"  negative bins: {100 * (cross[top] < 0).mean():.1f} %")
print(f"Modulus floor, white noise only: {modulus_floor:.4f} nm^3")
price = np.sqrt((P**2 + S**2) / 2) / (S + Q / 2)
print(f"Error-bar ratio to known floor, 20.1 nm: {price[ref]:.3f}")
print(f"  same ratio in 4-5 nm band: {price[top].mean():.3f}")
print(f"Variance ratios sim/formula: Re {ratio_re:.3f}, Im {ratio_im:.3f}")
print(f"  image means with shared jitter: {ratio_shared:.3f}")
print(f"Mean squared z over frequencies: {(z**2).mean():.3f}")
b = (wavelength <= 40) & (wavelength > 15)
print(f"Imposed shift {shift:.2f} nm, recovered {shift_found:.2f} nm")
print(f"  40-15 nm band before: {C_shift.real[b].mean():.3f} nm^3")
print(f"  40-15 nm band after: {C_aligned.real[b].mean():.3f} nm^3")
print(f"Reference wavelength: {wavelength[ref]:.2f} nm")
print(f"  cosine factor for the shift: {np.cos(k[ref] * shift):.3f}")
print(f"  aliasing: {100 * (sampled[ref] / continuum[ref] - 1):+.1f} %")
print(f"  leakage: {100 * (S[ref] / sampled[ref] - 1):+.2f} %")
print(f"  1 nm smoothing between scans: {100 * (loss['one'] - 1):+.1f} %")
print(f"  1 nm blur in both scans: {100 * (loss['both'] - 1):+.1f} %")
print(f"  10 % of jitter power repeated: {10 * J[ref] / S[ref]:+.1f} %")
print(f"Same repeat at {wavelength[10]:.0f} nm: {10 * J[10] / S[10]:+.1f} %")
print(f"Aliasing factor at 4 nm: {sampled[-1] / continuum[-1]:.2f}")
print(f"Common tilt {tilt:.1f} nm end to end, at {wavelength[m_tilt]:.0f} nm: "
      f"{100 * tilt_formula / S[m_tilt]:+.1f} %")
print("verified")
```

Output:

```
Step 2.0 nm, record 2048 nm, 1024 points
Edge rms 1.00 nm, correlation length 20 nm
White noise rms 0.80 nm per scan
Jitter rms 0.40 nm, correlation length 30 nm
Example: 40 image pairs, 10 edges each, M = 400
Test ensemble: 400 image pairs, 4000 edges
Band means in nm^3: true | cross +- std error | floor-subtracted
 400-100 nm: 24.885 | 24.892 +- 0.390 | 29.122
 100-40 nm: 7.753 | 7.826 +- 0.089 | 8.654
 40-15 nm: 1.486 | 1.473 +- 0.014 | 1.512
 15-8 nm: 0.341 | 0.345 +- 0.006 | 0.267
 8-4 nm: 0.129 | 0.129 +- 0.003 | 0.027
3 sigma expected in this record: 2.971 nm
3 sigma cross-spectrum: 2.978 nm
  its standard error: 0.013 nm
3 sigma raw single scan: 4.005 nm
3 sigma floor-subtracted: 3.123 nm
Floor method, expected 3 sigma: 3.115 nm
  jitter variance kept: 0.1554 nm^2
  tail variance removed: 0.0577 nm^2
Noise rms from scan difference: 0.893 nm
  expected noise rms: 0.891 nm
4-5 nm band, true: 0.1044 nm^3
  signed real part: 0.1048 nm^3
  modulus: 0.1171 nm^3
  negative bins: 1.0 %
Modulus floor, white noise only: 0.0567 nm^3
Error-bar ratio to known floor, 20.1 nm: 1.077
  same ratio in 4-5 nm band: 1.320
Variance ratios sim/formula: Re 0.999, Im 0.998
  image means with shared jitter: 0.963
Mean squared z over frequencies: 1.032
Imposed shift 4.00 nm, recovered 3.95 nm
  40-15 nm band before: 0.784 nm^3
  40-15 nm band after: 1.462 nm^3
Reference wavelength: 20.08 nm
  cosine factor for the shift: 0.314
  aliasing: +3.4 %
  leakage: +0.93 %
  1 nm smoothing between scans: -4.8 %
  1 nm blur in both scans: -9.3 %
  10 % of jitter power repeated: +1.1 %
Same repeat at 205 nm: +1.8 %
Aliasing factor at 4 nm: 2.47
Common tilt 0.5 nm end to end, at 410 nm: +1.4 %
verified
```
